**Thermal strain and apparent over-relaxation of germanium on silicon**

The program tests \(R(T_0)=f(T_g)/f(T_0)=1+\varepsilon(1+f_0)/f_0\) for a film fully relaxed at growth temperature \(T_g\) and cooled elastically to \(T_0\) on a thick substrate. Here \(R\) is the relaxation, \(f\) the misfit of the strain-free crystals, \(f_0\) its value at \(T_0\), and \(\varepsilon\) the in-plane strain, positive in tension. It asserts that these formulas agree with lattice parameters integrated over temperature and with fixed integer counts of lattice columns. Further assertions cover incomplete relaxation at growth, zero and reversed expansion differences, and a film with negative misfit. The elastic relations are compared with energy minimization, the wafer correction with a bilayer free to stretch and bend, and the 004 and 224 peak positions with a sum over the atoms of a strained crystal. For growth at 900 K and measurement at 300 K, the output shows a tensile strain of 0.175 percent and a relaxation of 104.4 percent. It also gives the changes caused by slip down to 800 K, a 5 percent higher germanium expansion, 1 percent silicon intermixing, wafer bending, refraction and a 10 K higher measuring temperature. The expansion curves, elastic constants and germanium lattice parameter are rough typical values.

## Check in Python

```python
"""Relaxation above 100 percent in germanium grown on silicon (001).

Result under test: a film fully relaxed at T_GROW and cooled elastically to
T_ROOM on a thick substrate has
    strain = exp(integral of (alpha_film - alpha_si) dT) - 1
    R      = f(T_GROW) / f(T_ROOM) = 1 + strain * (1 + f0) / f0
Symbols: a = lattice parameter (nm), alpha = d ln a / dT (1/K),
f = a_film / a_si - 1 (misfit, strain-free crystals), f0 = f(T_ROOM),
R = (a_par - a_si) / (a_film - a_si), a_par and a_perp = in-plane and
out-of-plane lattice parameters of the film. Tensile strain is positive.
Expansion curves, elastic constants and the Ge lattice parameter are rough
typical values. The silicon lattice parameter is the tabulated constant.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import fsolve, minimize, minimize_scalar

T_ROOM, T_GROW = 300.0, 900.0
A_SI = physical_constants["lattice parameter of silicon"][0] * 1e9
A_GE = 0.5658
WAVELENGTH = 0.15406                      # nm, copper K-alpha1
C11_GE, C12_GE = 129.0, 48.0              # GPa
C11_SI, C12_SI = 166.0, 64.0              # GPa
H_FILM, H_WAFER = 1.0, 725.0              # micrometres


def alpha_si(T):
    return 1e-6 * (2.6 + 1.6 * (1 - np.exp(-(T - 300.0) / 180.0)))


def alpha_ge(T):
    return 1e-6 * (5.8 + 1.7 * (T - 300.0) / 600.0)


# ---------- derived formulas ----------
def thermal_strain(alpha_film, T_hot, T_cold=T_ROOM):
    return np.expm1(quad(lambda T: alpha_film(T) - alpha_si(T),
                         T_cold, T_hot, epsabs=1e-14)[0])


def misfit(a_film, alpha_film, T):
    return a_film / A_SI * (1 + thermal_strain(alpha_film, T)) - 1


# ---------- independent road: integrate da/dT and count columns ----------
def lattice_at(a_room, alpha, T):
    sol = solve_ivp(lambda t, a: alpha(t) * a, (T_ROOM, T), [a_room],
                    method="DOP853", rtol=1e-12, atol=1e-15)
    return sol.y[0, -1]


def cool_by_counting(a_film, alpha_film, T_hot, R_hot=1.0):
    """Fix integer column numbers when hot; return cold a_par and counts."""
    si_hot = lattice_at(A_SI, alpha_si, T_hot)
    film_hot = lattice_at(a_film, alpha_film, T_hot)
    par_hot = si_hot + R_hot * (film_hot - si_hot)
    n_si = 10**9
    n_film = round(n_si * si_hot / par_hot)
    return n_si * A_SI / n_film, n_si, n_film


def relaxation(a_par, a_film=A_GE):
    return (a_par - A_SI) / (a_film - A_SI)


strain = thermal_strain(alpha_ge, T_GROW)
f_room = A_GE / A_SI - 1
f_grow = misfit(A_GE, alpha_ge, T_GROW)
R_room = f_grow / f_room
a_par, n_si, n_film = cool_by_counting(A_GE, alpha_ge, T_GROW)
assert abs(a_par / A_GE - 1 - strain) < 1e-8
assert abs(relaxation(a_par) - R_room) < 1e-6
assert abs(relaxation(a_par) - (1 + strain * (1 + f_room) / f_room)) < 1e-6
assert strain > 0 and R_room > 1

# Dislocation spacing: one line per surplus silicon column.
planes_frozen = n_film / (n_si - n_film)
assert abs(planes_frozen * f_grow - 1) < 1e-6
row_si = A_SI / np.sqrt(2)
spacing_frozen = n_si * row_si / (n_si - n_film)
assert abs(spacing_frozen / ((1 / f_grow + 1) * row_si) - 1) < 1e-6
spacing_needed = (1 / f_room + 1) * row_si

# Incomplete relaxation at growth: sign of the cold strain changes at R_zero.
R_zero = f_room / f_grow
for R_hot in (R_zero - 0.01, R_zero + 0.01):
    cold = cool_by_counting(A_GE, alpha_ge, T_GROW, R_hot)[0]
    assert abs(relaxation(cold) - R_hot * f_grow / f_room) < 1e-6
    assert (cold > A_GE) == (R_hot > R_zero)

# Causes: no expansion difference, reversed difference, reversed misfit.
same = cool_by_counting(A_GE, alpha_si, T_GROW)[0]
assert abs(relaxation(same) - 1) < 1e-6
low = cool_by_counting(A_GE, lambda T: 0.5 * alpha_si(T), T_GROW)[0]
assert low < A_GE and relaxation(low) < 1
small = cool_by_counting(0.53, alpha_ge, T_GROW)[0]
assert small > 0.53 and relaxation(small, 0.53) < 1

# ---------- elasticity: minimise energy for unit in-plane strain ----------
ratio = 2 * C12_GE / C11_GE


def biaxial(c11, c12):
    return c11 + c12 - 2 * c12**2 / c11


def energy(z, c11, c12):
    return 0.5 * c11 * (2 + z * z) + c12 * (1 + 2 * z)


for c11, c12 in ((C11_GE, C12_GE), (C11_SI, C12_SI)):
    best = minimize_scalar(energy, args=(c11, c12))
    assert abs(best.x + 2 * c12 / c11) < 1e-5
    assert abs(best.fun / biaxial(c11, c12) - 1) < 1e-8
M_GE, M_SI = biaxial(C11_GE, C12_GE), biaxial(C11_SI, C12_SI)
strain_perp = -ratio * strain
a_perp = A_GE * (1 + strain_perp)


def bilayer_film_strain(h_film, h_sub):
    """Mean film strain of a free bilayer that may stretch and bend."""
    x, w = np.polynomial.legendre.leggauss(4)
    total = h_film + h_sub
    z = np.concatenate([h_sub * (x - 1) / 2, h_film * (x + 1) / 2]) / total
    weight = np.concatenate([M_SI * h_sub * w, M_GE * h_film * w]) / total
    free = np.concatenate([np.zeros(4), -strain * np.ones(4)])
    root = np.sqrt(weight)
    design = np.column_stack([np.ones(8), z]) * root[:, None]
    fit = np.linalg.lstsq(design, free * root, rcond=None)[0]
    local = fit[0] + fit[1] * z - free
    return np.sum(local[4:] * w) / 2


bend_loss = 1 - bilayer_film_strain(H_FILM, H_WAFER) / strain
bend_formula = 4 * M_GE * H_FILM / (M_SI * H_WAFER)
assert abs(bend_loss / bend_formula - 1) < 0.02   # next order in thickness
assert bilayer_film_strain(H_FILM, 0.01 * H_FILM) < 0.05 * strain

# ---------- diffraction: sum over atoms of a strained diamond crystal ------
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
cells = np.array(np.meshgrid(*[np.arange(10)] * 3)).reshape(3, -1).T
atoms = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
atoms = atoms * np.array([a_par, a_par, a_perp])


def intensity(h, l):
    q = 2 * np.pi / A_GE * np.array([h, h, l])
    return abs(np.mean(np.exp(1j * (atoms @ q))))**2


peak004 = minimize_scalar(lambda l: -intensity(0.0, l), bounds=(3.95, 4.05),
                          method="bounded", options={"xatol": 1e-9})
sim_theta004 = np.arcsin(WAVELENGTH * peak004.x / (2 * A_GE))


def theta_004(a):
    return np.arcsin(2 * WAVELENGTH / a)


assert abs(sim_theta004 - theta_004(a_perp)) < 2e-6
shift004 = theta_004(a_perp) - theta_004(A_GE)
assert abs(shift004 / (-np.tan(theta_004(A_GE)) * strain_perp) - 1) < 0.01
assert theta_004(A_GE) < theta_004(a_perp) < theta_004(A_SI)

peak224 = minimize(lambda p: -intensity(p[0], p[1]), [2.0, 4.0],
                   method="Nelder-Mead",
                   options={"initial_simplex": [[2, 4], [2.02, 4], [2, 4.02]],
                            "xatol": 1e-8, "fatol": 1e-14, "maxiter": 400})
h_peak, l_peak = peak224.x
q_side = np.sqrt(2) * h_peak * WAVELENGTH / A_GE    # units of 2 pi / lambda
q_up = l_peak * WAVELENGTH / A_GE


def laue(angles):
    omega_in, exit_angle = angles
    return [np.cos(omega_in) - np.cos(exit_angle) - q_side,
            np.sin(omega_in) + np.sin(exit_angle) - q_up]


omega, exit_angle = fsolve(laue, [0.1, 1.3], xtol=1e-13)
theta224 = (omega + exit_angle) / 2
phi = theta224 - omega
par_meas = np.sqrt(2) * WAVELENGTH / (np.sin(theta224) * np.sin(phi))
perp_meas = 2 * WAVELENGTH / (np.sin(theta224) * np.cos(phi))
free_meas = (perp_meas + ratio * par_meas) / (1 + ratio)
assert abs(par_meas / a_par - 1) < 3e-6
assert abs(perp_meas / a_perp - 1) < 3e-6
assert abs(free_meas / A_GE - 1) < 3e-6
assert abs(relaxation(par_meas, free_meas) - R_room) < 3e-4
false_si = (A_GE - a_perp) / (A_GE - A_SI)

# ---------- sizes of neglected effects ----------
strain_800 = thermal_strain(alpha_ge, 800.0)
R_800 = misfit(A_GE, alpha_ge, 800.0) / f_room
strain_up = thermal_strain(lambda T: 1.05 * alpha_ge(T), T_GROW)
R_up = 1 + strain_up * (1 + f_room) / f_room
x_si = 0.01
a_mix = (1 - x_si) * A_GE + x_si * A_SI
mixed = cool_by_counting(
    a_mix, lambda T: (1 - x_si) * alpha_ge(T) + x_si * alpha_si(T), T_GROW)[0]
R_mixed = relaxation(mixed)
constant_strain = (alpha_ge(T_ROOM) - alpha_si(T_ROOM)) * (T_GROW - T_ROOM)
strain_310 = thermal_strain(alpha_ge, T_GROW, T_ROOM + 10)
r_e = physical_constants["classical electron radius"][0] * 1e9


def refraction_shift(a, electrons_per_atom):
    """Relative error of a from an uncorrected 004 angle, by Snell's law."""
    delta = r_e * WAVELENGTH**2 * 8 * electrons_per_atom / a**3 / (2 * np.pi)
    n = 1 - delta
    inside = np.arcsin(2 * WAVELENGTH / (a * n))
    outside = np.arccos(n * np.cos(inside))
    shift = 2 * WAVELENGTH / np.sin(outside) / a - 1
    assert abs(shift / (-delta / np.sin(inside)**2) - 1) < 1e-3
    return shift


refraction = refraction_shift(a_perp, 32) - refraction_shift(A_SI, 14)


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}")


deg, arcsec = 180 / np.pi, 180 * 3600 / np.pi
show("Growth temperature", T_GROW, 0, "K")
show("Measuring temperature", T_ROOM, 0, "K")
show("Si lattice parameter, 300 K", A_SI, 5, "nm")
show("Ge lattice parameter, 300 K (rough)", A_GE, 5, "nm")
for T in (T_ROOM, T_GROW):
    show(f"Si expansion coefficient, {T:.0f} K", alpha_si(T) * 1e6, 2, "1e-6/K")
    show(f"Ge expansion coefficient, {T:.0f} K", alpha_ge(T) * 1e6, 2, "1e-6/K")
show("Si free expansion, 300 to 900 K",
     100 * (lattice_at(A_SI, alpha_si, T_GROW) / A_SI - 1), 4, "%")
show("Ge free expansion, 300 to 900 K",
     100 * (lattice_at(A_GE, alpha_ge, T_GROW) / A_GE - 1), 4, "%")
show("Misfit at 900 K", 100 * f_grow, 4, "%")
show("Misfit at 300 K", 100 * f_room, 4, "%")
show("In-plane strain at 300 K", 100 * strain, 4, "%")
show("Magnification (1+f0)/f0", (1 + f_room) / f_room, 2, "(no unit)")
show("Relaxation at 300 K", 100 * R_room, 2, "%")
show("Growth relaxation giving zero cold strain", 100 * R_zero, 2, "%")
show("Film planes per dislocation, frozen in", planes_frozen, 2, "planes")
show("Film planes per dislocation, strain-free cold", 1 / f_room, 2, "planes")
show("Dislocation spacing at 300 K, frozen in", spacing_frozen, 3, "nm")
show("Dislocation spacing at 300 K, strain-free", spacing_needed, 3, "nm")
show("C11 of Ge (rough)", C11_GE, 0, "GPa")
show("C12 of Ge (rough)", C12_GE, 0, "GPa")
show("Ratio 2 C12/C11 of Ge", ratio, 4, "(no unit)")
show("Biaxial modulus of Ge", M_GE, 1, "GPa")
show("Biaxial modulus of Si", M_SI, 1, "GPa")
show("In-plane film stress", M_GE * strain, 3, "GPa")
show("Out-of-plane strain", 100 * strain_perp, 4, "%")
show("In-plane lattice parameter", a_par, 5, "nm")
show("Out-of-plane lattice parameter", a_perp, 5, "nm")
show("X-ray wavelength", WAVELENGTH, 5, "nm")
show("004 Bragg angle theta, Si", theta_004(A_SI) * deg, 4, "deg")
show("004 Bragg angle theta, strain-free Ge", theta_004(A_GE) * deg, 4, "deg")
show("004 Bragg angle theta, film", theta_004(a_perp) * deg, 4, "deg")
show("004 shift of theta from strain-free Ge", shift004 * arcsec, 0, "arcsec")
show("224 film peak, theta", theta224 * deg, 4, "deg")
show("224 film peak, incidence omega", omega * deg, 4, "deg")
show("224 film peak, plane tilt phi", phi * deg, 4, "deg")
show("False Si content from 004 alone", 100 * false_si, 2, "%")
show("Film thickness", H_FILM, 0, "um")
show("Wafer thickness", H_WAFER, 0, "um")
show("Strain lost by wafer stretch and bending", 100 * bend_loss, 2,
     "% of the strain")
show("Strain if slip stops at 800 K", 100 * strain_800, 4, "%")
show("Relaxation if slip stops at 800 K", 100 * R_800, 2, "%")
show("Strain with Ge expansion 5 % higher", 100 * strain_up, 4, "%")
show("Relaxation with Ge expansion 5 % higher", 100 * R_up, 2, "%")
show("Relaxation against pure Ge, 1 % Si mixed in", 100 * R_mixed, 2, "%")
show("Strain from 300 K coefficients alone", 100 * constant_strain, 4, "%")
show("Strain if measured at 310 K", 100 * strain_310, 4, "%")
show("Refraction error of out-of-plane strain, Si peak as reference",
     100 * refraction, 4, "%")
print("tests ok")
```

It prints:

```
Growth temperature: 900 K
Measuring temperature: 300 K
Si lattice parameter, 300 K: 0.54310 nm
Ge lattice parameter, 300 K (rough): 0.56580 nm
Si expansion coefficient, 300 K: 2.60 1e-6/K
Ge expansion coefficient, 300 K: 5.80 1e-6/K
Si expansion coefficient, 900 K: 4.14 1e-6/K
Ge expansion coefficient, 900 K: 7.50 1e-6/K
Si free expansion, 300 to 900 K: 0.2245 %
Ge free expansion, 300 to 900 K: 0.3998 %
Misfit at 900 K: 4.3616 %
Misfit at 300 K: 4.1793 %
In-plane strain at 300 K: 0.1749 %
Magnification (1+f0)/f0: 24.93 (no unit)
Relaxation at 300 K: 104.36 %
Growth relaxation giving zero cold strain: 95.82 %
Film planes per dislocation, frozen in: 22.93 planes
Film planes per dislocation, strain-free cold: 23.93 planes
Dislocation spacing at 300 K, frozen in: 9.189 nm
Dislocation spacing at 300 K, strain-free: 9.573 nm
C11 of Ge (rough): 129 GPa
C12 of Ge (rough): 48 GPa
Ratio 2 C12/C11 of Ge: 0.7442 (no unit)
Biaxial modulus of Ge: 141.3 GPa
Biaxial modulus of Si: 180.7 GPa
In-plane film stress: 0.247 GPa
Out-of-plane strain: -0.1302 %
In-plane lattice parameter: 0.56679 nm
Out-of-plane lattice parameter: 0.56506 nm
X-ray wavelength: 0.15406 nm
004 Bragg angle theta, Si: 34.5645 deg
004 Bragg angle theta, strain-free Ge: 32.9956 deg
004 Bragg angle theta, film: 33.0441 deg
004 shift of theta from strain-free Ge: 175 arcsec
224 film peak, theta: 41.8480 deg
224 film peak, incidence omega: 6.6659 deg
224 film peak, plane tilt phi: 35.1820 deg
False Si content from 004 alone: 3.24 %
Film thickness: 1 um
Wafer thickness: 725 um
Strain lost by wafer stretch and bending: 0.43 % of the strain
Strain if slip stops at 800 K: 0.1425 %
Relaxation if slip stops at 800 K: 103.55 %
Strain with Ge expansion 5 % higher: 0.1949 %
Relaxation with Ge expansion 5 % higher: 104.86 %
Relaxation against pure Ge, 1 % Si mixed in: 103.32 %
Strain from 300 K coefficients alone: 0.1920 %
Strain if measured at 310 K: 0.1717 %
Refraction error of out-of-plane strain, Si peak as reference: -0.0028 %
tests ok
```
